# Central Depolarization Field of a Uniformly Polarized Disc

## Problem

A circular disc of thickness $t$ and diameter $D=2R$ stands alone in vacuum. It carries a uniform polarization $\mathbf P=P\hat{\mathbf z}$, with $P>0$, directed along its axis. The polarization is rigid: it doesn't change in response to the electric field, so the disc has no dielectric response. There are no electrodes and no free charges. The origin is at the centre of the disc, and the flat faces lie at $z=\pm t/2$.

(a) Find the bound charge of the disc.

(b) Find the field of one uniformly charged circular face at a point on its axis.

(c) Show that for $D=10t$ the depolarization field at the centre is 90 percent of the value for an infinite slab with the same polarization.

(d) Examine the limits of a very wide and a very narrow disc. How wide must the disc be for the central field to reach 99 percent of the slab value?

(e) Does the central value represent the field elsewhere in the disc? Consider the other points on the axis, and then the rim.

(f) Evaluate the fields for $t=10$ nm, $D=100$ nm and $P=20\ \mu\mathrm{C/cm^2}$, round values in the regime of ferroelectric hafnia films. Decide whether a real film could be left in this state.

## Solution

### (a) The bound charge

In SI units the displacement is $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$, where $\mathbf E$ is the macroscopic field. (The bold vector $\mathbf D$ should not be confused with the diameter $D$.) Without free charge, $\nabla\cdot\mathbf D=0$, and therefore

$$
\varepsilon_0\nabla\cdot\mathbf E=-\nabla\cdot\mathbf P .
$$

The field has the same sources as a charge density $\rho_b=-\nabla\cdot\mathbf P$ in vacuum. Inside the disc $\mathbf P$ is constant, so $\rho_b=0$ there. At the surface $\mathbf P$ drops abruptly to zero, and the charge is found with a flat box that encloses a small piece of the surface. Let $\mathbf n$ be the outward normal. Since the normal component of $\mathbf D$ is continuous,

$$
\varepsilon_0\mathbf E_{\rm out}\cdot\mathbf n
=\varepsilon_0\mathbf E_{\rm in}\cdot\mathbf n+\mathbf P\cdot\mathbf n .
$$

The jump in $\varepsilon_0\mathbf E\cdot\mathbf n$ is the surface charge density, so $\sigma_b=\mathbf P\cdot\mathbf n$. The three parts of the surface give

- top face, $\mathbf n=+\hat{\mathbf z}$: $\sigma_b=+P$;
- bottom face, $\mathbf n=-\hat{\mathbf z}$: $\sigma_b=-P$;
- side wall, $\mathbf n\perp\hat{\mathbf z}$: $\sigma_b=0$.

The problem is now one of two uniformly charged discs of radius $R$, a distance $t$ apart. The direction of $\mathbf P$ matters here. A polarization lying in the plane of the disc would leave the faces uncharged and put the charge on the side wall, which is a different problem.

### (b) One charged face

Take a disc of radius $R$ with uniform charge density $\sigma$, and a point on its axis at distance $h>0$ from it. Divide the disc into rings. A ring of radius $s$ and width $ds$ has charge

$$
dq=\sigma\,2\pi s\,ds ,
$$

and all of it lies at distance $\sqrt{s^2+h^2}$ from the point. Opposite elements of the ring produce transverse fields that cancel. The axial component of each contribution carries the factor $h/\sqrt{s^2+h^2}$, the cosine of the angle to the axis. Thus

$$
dE=\frac{dq}{4\pi\varepsilon_0(s^2+h^2)}\,
\frac{h}{\sqrt{s^2+h^2}}
=\frac{\sigma h}{2\varepsilon_0}\,
\frac{s\,ds}{(s^2+h^2)^{3/2}} .
$$

Because

$$
\frac{d}{ds}\left[-\frac{1}{\sqrt{s^2+h^2}}\right]
=\frac{s}{(s^2+h^2)^{3/2}},
$$

the integral over the rings is

$$
E_{\rm disc}(h)
=\frac{\sigma h}{2\varepsilon_0}
\left[\frac1h-\frac{1}{\sqrt{R^2+h^2}}\right]
=\frac{\sigma}{2\varepsilon_0}
\left[1-\frac{h}{\sqrt{h^2+R^2}}\right].
$$

A positive value means a field pointing away from the disc. For $R\to\infty$ at fixed $h$ the second term vanishes, leaving the field $\sigma/(2\varepsilon_0)$ of an infinite charged plane.

### (c) The central field and the slab

The centre lies at $h=t/2$ from both faces. The positive top face produces a field pointing away from itself, which at the centre is the direction $-\hat{\mathbf z}$. The negative bottom face produces a field pointing towards itself, which is again $-\hat{\mathbf z}$. The two equal contributions add:

$$
E_z(0)=-2\,\frac{P}{2\varepsilon_0}
\left[1-\frac{t/2}{\sqrt{(t/2)^2+R^2}}\right].
$$

Multiply the numerator and the denominator of the fraction by 2. Since $2\sqrt{t^2/4+R^2}=\sqrt{t^2+4R^2}$ and $4R^2=D^2$,

$$
E_z(0)=-\frac{P}{\varepsilon_0}
\left[1-\frac{t}{\sqrt{t^2+D^2}}\right].
$$

The minus sign states that the field opposes the polarization, hence the name depolarization field.

For the infinite slab, let $D\to\infty$ at fixed $t$. The fraction vanishes and $E_{\rm slab}=-P/\varepsilon_0$. The displacement gives the same answer: the fields of two oppositely charged infinite planes cancel outside the slab, so $D_z=0$ there. Continuity makes $D_z=\varepsilon_0E_z+P=0$ inside as well.

With the aspect ratio $a=D/t$, the ratio of the two fields is

$$
f(a)=\frac{E_z(0)}{E_{\rm slab}}
=1-\frac{1}{\sqrt{1+a^2}} .
$$

For $a=10$,

$$
f(10)=1-\frac{1}{\sqrt{101}}
=1-0.099504=0.900496 .
$$

The central field is therefore 90 percent of the slab value, to the nearest percent. This is the required result.

Two numerical calculations that do not use this formula support it. Direct integration of Coulomb's law over both faces, in Cartesian coordinates, gives 0.900496. A solution of $\nabla\cdot\mathbf D=0$ on a mesh, in which the polarization enters as a property of the volume and no surface charge is supplied by hand, gives 0.90062 on a coarse mesh and 0.90052 on one with twice as many cells in each direction. The second calculation also supports the charge assignment in part (a).

### (d) Wide and narrow discs

**Wide disc.** For $a\gg1$, take $a$ out of the square root and expand:

$$
1-f=\frac1a\left(1+\frac1{a^2}\right)^{-1/2}
=\frac1a-\frac{1}{2a^3}+\cdots .
$$

To leading order the shortfall from the slab value is $t/D$. For $a=10$ this gives 0.100, and the next term lowers it by 0.0005, in agreement with 0.0995 above. The 10 percent shortfall thus reflects the ratio of thickness to diameter.

The shortfall can be traced to the charge that the slab has and the disc lacks, namely the charge on the faces beyond radius $R$. For $s\gg h$, a ring on one face contributes

$$
dE\approx\frac{P h}{2\varepsilon_0}\frac{ds}{s^2},
$$

and integration from $R$ to infinity gives $Ph/(2\varepsilon_0R)$. The two faces, with $h=t/2$, together give

$$
2\,\frac{P(t/2)}{2\varepsilon_0R}
=\frac{Pt}{2\varepsilon_0R}
=\frac{P}{\varepsilon_0}\frac{t}{D}.
$$

Distant rings hold more charge, but the field of each charge element in them is weaker and more nearly transverse, and the transverse parts cancel around the ring. The net effect is a slow approach to the slab limit, with an error inversely proportional to the diameter.

To find the diameter for a prescribed ratio $f$, write $\sqrt{1+a^2}=1/(1-f)$, square both sides and solve:

$$
a=\sqrt{\frac{1}{(1-f)^2}-1}.
$$

For $f=0.99$ this is $a=\sqrt{10^4-1}=99.99$. Reducing the shortfall from 10 percent to 1 percent requires a disc about ten times wider at the same thickness.

**Narrow disc.** For $a\ll1$ the body is a long rod polarized along its length. Then $(1+a^2)^{-1/2}\approx1-a^2/2$, so

$$
f\approx\frac{a^2}{2}=\frac{D^2}{2t^2}.
$$

This limit can be checked with point charges. Seen from the centre, each end face is a small distant charge of magnitude $\pi R^2P$ at distance $t/2$. The two fields add to

$$
2\,\frac{\pi R^2P}{4\pi\varepsilon_0(t/2)^2}
=\frac{2PR^2}{\varepsilon_0t^2}
=\frac{P}{\varepsilon_0}\frac{D^2}{2t^2},
$$

as required. The depolarization field at the centre of a long rod is weak because the bound charges are small and far away.

### (e) Other points in the disc

**On the axis.** At height $z$ inside the disc, the distances to the top and bottom faces are $u=t/2-z$ and $v=t/2+z$. Both faces still produce fields along $-\hat{\mathbf z}$, so the result of part (b) gives

$$
\frac{E_z(z)}{E_{\rm slab}}
=1-\frac12\left[
\frac{u}{\sqrt{u^2+R^2}}+\frac{v}{\sqrt{v^2+R^2}}
\right].
$$

Just inside the top face, $u\to0$ and $v\to t$. With $R=5t$ the ratio becomes

$$
1-\frac{t}{2\sqrt{t^2+R^2}}
=1-\frac{1}{2\sqrt{26}}=0.901942 .
$$

By symmetry the value just inside the bottom face is the same. To see what happens between the faces, define $g(u)=u/\sqrt{u^2+R^2}$. Its derivative,

$$
g'(u)=\frac{R^2}{(u^2+R^2)^{3/2}},
$$

decreases as $u$ grows, so $g$ is concave for $u>0$. The sum $u+v=t$ is fixed, and for a concave function $g(u)+g(v)$ is then largest at $u=v$. The field magnitude on the axis is therefore smallest at the centre and rises steadily towards both faces. For $D=10t$ the rise is from 0.9005 to 0.9019 of the slab value, less than 0.2 percent of the central field. At this aspect ratio the central value represents the whole axis well; in a narrow disc the variation along the axis is much larger.

**At the rim.** Now take the point at mid-height on the side wall, $r=R$ and $z=0$, where $r$ is the distance from the axis. Consider the limit $D\gg t$. Seen from this point, at distance $t/2$ from each face, the edge of a face looks straight, and the face becomes a charged half-plane whose edge lies directly above or below the point.

Adding the missing half-plane would restore a complete plane, with normal field $P/(2\varepsilon_0)$. The two halves are mirror images with respect to the point, so each supplies half of the normal component, $P/(4\varepsilon_0)$. The two faces together give

$$
|E_z(r=R,\,z=0)|\to\frac{P}{2\varepsilon_0}
\qquad (D\gg t).
$$

The radial components from the positive and negative faces cancel at mid-height, and only there: along the side wall the radial field grows logarithmically, without bound, towards the edge of either face. In this limit the field at mid-height on the rim is half the slab value, while the field at the centre tends to the full slab value. The limit is approached slowly, and for $D=10t$ the rim value is still only about 0.43 of the slab value. The 90 percent in part (c) is thus a statement about the centre, and must not be read as an average over the disc.

### (f) Numbers for a hafnia-like disc

The polarization converts as $20\ \mu\mathrm{C/cm^2}=0.20\ \mathrm{C/m^2}$. The magnitude of the slab field is

$$
\frac{P}{\varepsilon_0}
=\frac{0.20\ \mathrm{C/m^2}}{8.854\times10^{-12}\ \mathrm{F/m}}
=225.9\ \mathrm{MV/cm}.
$$

At the centre of the disc,

$$
|E_z(0)|=0.900496\times225.9\ \mathrm{MV/cm}
=203.4\ \mathrm{MV/cm},
$$

or $2.034\times10^{10}$ V/m. Since 1 MV/cm over 1 nm corresponds to 0.1 V, this field over 10 nm corresponds to a potential difference of about 203 V. The field rises slightly towards the faces, so this is a slight underestimate: integrating the axial ratio of part (e) over the thickness gives $1-(\sqrt{t^2+R^2}-R)/t=1-(\sqrt{26}-5)=0.90098$ of the slab value, or 203.5 V.

These are correct results for the rigid model, but they are far outside the range that a real oxide film could sustain. A rough breakdown field for such a film is 4 MV/cm. The rigid model omits both the dielectric response and any compensating free charge, and the effect of each must be estimated before anything is concluded about a film.

**Effect of dielectric response.** Keep the geometry and the permanent polarization $P$ fixed, and add a linear, isotropic response with relative permittivity $\varepsilon_r$. The total polarization along the axis is then

$$
P_{\rm tot}=P+\varepsilon_0(\varepsilon_r-1)E_z .
$$

For the infinite slab the total bound charge gives $E_z=-P_{\rm tot}/\varepsilon_0$. Substitution yields $\varepsilon_0E_z=-P-\varepsilon_0(\varepsilon_r-1)E_z$, and collecting the terms in $E_z$ gives

$$
E_{\rm slab}^{(\varepsilon)}=-\frac{P}{\varepsilon_0\varepsilon_r}.
$$

With the rough value $\varepsilon_r=30$, the slab field falls from 225.9 to 7.53 MV/cm.

In the finite disc the induced polarization isn't uniform, because the field differs between centre and rim. An estimate follows if it is nevertheless treated as uniform. The disc then has the rigid-disc field for the polarization $P_{\rm tot}$, so $E_z=-fP_{\rm tot}/\varepsilon_0$ at the centre. Inserting $P_{\rm tot}$ gives

$$
E_z\left[1+f(\varepsilon_r-1)\right]=-\frac{fP}{\varepsilon_0},
$$

and division by the corresponding slab field gives

$$
\frac{E_z}{E_{\rm slab}^{(\varepsilon)}}
\approx\frac{f\varepsilon_r}{1+f(\varepsilon_r-1)} .
$$

For $f=0.9005$ and $\varepsilon_r=30$ this is about 0.996. The mesh solution, which allows the induced polarization to vary in space, gives 0.9969 and a central field of 7.51 MV/cm.

The 10 percent shortfall has thus shrunk to about 0.3 percent. The estimate shows why. If the finite size weakens the opposing field, the induced polarization that cancels part of $P$ is weakened too. More net charge remains on the faces, and this largely restores the field. The 90 percent result therefore belongs to the disc with no dielectric response, and it should not be used as a geometrical correction to $P/(\varepsilon_0\varepsilon_r)$.

**Comparison with a real film.** The chosen thickness, polarization and permittivity are roughly typical of ferroelectric hafnia films, but a bare disc in vacuum is not a memory capacitor. Even with dielectric response, the central field of 7.51 MV/cm exceeds the rough breakdown field of 4 MV/cm and the rough coercive field of 1 MV/cm, the field needed to reverse the polarization. The corresponding potential difference is 7.5 V. The energy of an electron would change by 7.5 eV across the film, more than the rough band gap of 6 eV, so filled valence states near one face would lie above empty conduction states near the other. Charge transfer through the film would be energetically allowed. The linear response is itself an extrapolation at such fields. Within these estimates, a uniformly polarized film without compensating charge is not a state that can be relied on to persist.

The assumption that a capacitor breaks is the absence of free charge. Suppose that charge of density $-\theta P$ collects on the top face and $+\theta P$ on the bottom face, uniformly, with $0\le\theta\le1$. It sits where the charge of the permanent polarization sits, so the source densities become $\pm(1-\theta)P$. In the linear model the field scales by the same factor:

$$
|E_z(0)|=(1-\theta)\times7.51\ \mathrm{MV/cm}.
$$

For this to be no larger than the coercive field of 1 MV/cm,

$$
\theta\ge1-\frac{1}{7.51}\approx0.87 .
$$

At least about 87 percent of the polarization charge must be compensated, for the stated $P$, permittivity and coercive field. A smaller permittivity or a smaller coercive field would raise this requirement. Meeting it does not by itself guarantee long retention, since polarization can also reverse slowly in fields below the nominal coercive value.

In a memory capacitor the compensating charge can be supplied by the electrodes. If they were ideal conductors in direct contact with a uniformly polarized film and connected to each other, the voltage across the film would be zero, and so would the depolarization field. Incomplete screening in the electrodes, or a non-ferroelectric layer at an interface, leaves a residual field. Its size then depends on those layers and the external circuit, as well as on the polarization, thickness and permittivity of the film, and the factor $1-t/\sqrt{t^2+D^2}$ for the isolated disc no longer describes it.

The values used here are collected in the numerical output below.

## Computed results

```
thickness t = 10 nm
diameter D = 100 nm
polarization P = 20 uC/cm2
aspect ratio D/t = 10
t/sqrt(t^2+D^2) = 0.099504
wide-disc estimate t/D = 0.100
central/slab field, formula = 0.900496
central/slab field, Coulomb integral = 0.900496
central/slab field, coarse mesh = 0.90062
central/slab field, fine mesh = 0.90052
mesh shift, rigid disc = -9.8e-05
face/slab field on axis = 0.901942
D/t for 99 percent = 99.99
slab field, rigid P = 225.9 MV/cm
central field, rigid P = 203.4 MV/cm
central field, rigid P = 2.034e+10 V/m
central field times t, rigid P = 203 V
rough relative permittivity = 30
slab field with response = 7.53 MV/cm
central field with response = 7.51 MV/cm
central/slab field with response = 0.9969
mesh shift, with response = -6.0e-07
central field times t, with response = 7.5 V
rough coercive field = 1 MV/cm
rough breakdown field = 4 MV/cm
rough band gap = 6 eV
least compensated charge = 87 percent of P
```
